# Why a symmetric Anderson impurity reaches unitarity for any finite repulsion

## Question

I am trying to understand resistivity from dilute magnetic impurities in copper interconnects. My starting point is one Anderson orbital with energy $\epsilon_d=-U/2$, repulsion $U$ and hybridization width $\Gamma$.

At $U=0$ the orbital sits at the Fermi level, so resonant scattering makes sense. When $U\gg\Gamma$, however, the energies for removing and adding an electron are near $-U/2$ and $+U/2$. I would then expect little scattering at the Fermi level. Yet I am told to use the Friedel-Langreth relation and conclude that the zero-temperature scattering is still at the unitarity limit.

How can a statement about charge determine scattering in an interacting system? Where does $U$ disappear? Does the conclusion survive at a temperature where a wire is used?

## Answer

The peaks near $\pm U/2$ do not determine the spectral function at zero energy. Two facts do: a quasiparticle at the Fermi level cannot decay at $T=0$, and particle-hole symmetry fixes its phase shift. The result needs a screened, nonmagnetic ground state, so I start with the assumptions.

### Model and assumptions

Energies are measured from the Fermi level. The Hamiltonian is

$$
H=\sum_{k\sigma}\epsilon_k c^\dagger_{k\sigma}c_{k\sigma}
+\epsilon_d\sum_\sigma n_\sigma+Un_\uparrow n_\downarrow
+V\sum_{k\sigma}(c^\dagger_{k\sigma}d_\sigma+d^\dagger_\sigma c_{k\sigma}),
$$

with $n_\sigma=d_\sigma^\dagger d_\sigma$. The band is symmetric about zero, and its density of states per spin, $\rho$, is constant over a range much wider than $\Gamma=\pi\rho V^2>0$. There is no magnetic field.

I also assume that the ground state is the Fermi liquid continuously connected to $U=0$. This is a physical input: the conduction electrons screen the local moment. Symmetry alone does not prove it. The numerical results below support it at three repulsions.

### From the orbital to the scattering phase

Let $G$ be the retarded Green function of the orbital for one spin. The band operators enter $H$ quadratically, so their equations of motion are linear:

$$
(\omega-\epsilon_k)G_{kd}=VG,\qquad
(\omega-\epsilon_k)G_{kk'}=\delta_{kk'}+VG_{dk'},\qquad
G_{dk'}(\omega-\epsilon_{k'})=GV.
$$

Here $\omega$ means $\omega+i0^+$. The first equation puts into the orbital's equation the term

$$
\sum_k\frac{V^2}{\omega-\epsilon_k+i0^+}\simeq-i\pi\rho V^2=-i\Gamma .
$$

The real part vanishes in the flat, wide-band limit. With the interaction collected in the self-energy $\Sigma$,

$$
G(\omega)=\frac{1}{\omega-\epsilon_d+i\Gamma-\Sigma(\omega)} .
$$

Write $g_k=1/(\omega-\epsilon_k+i0^+)$. The other two equations give $G_{kk'}=\delta_{kk'}g_k+g_kV^2Gg_{k'}$. The factor between the free propagators is the scattering matrix element, $t=V^2G$.

In the channel that couples to the orbital, the outgoing amplitude for unit incoming amplitude is

$$
S=1-2\pi i\rho t=1-2i\Gamma G .
$$

Suppose for the moment that $\Sigma(0)$ is real, and define $\tilde\epsilon=\epsilon_d+\Sigma(0)$. Then

$$
S(0)=1-\frac{2i\Gamma}{-\tilde\epsilon+i\Gamma}
=\frac{\tilde\epsilon+i\Gamma}{\tilde\epsilon-i\Gamma}=e^{2i\delta},
\qquad \delta=\arg(\tilde\epsilon+i\Gamma),
$$

with $0<\delta<\pi$. Solving $1-2\pi i\rho t=e^{2i\delta}$ gives

$$
t(0)=-\frac{e^{i\delta}\sin\delta}{\pi\rho},\qquad
\pi\Gamma A(0)=\sin^2\delta,\qquad A=-\frac1\pi\operatorname{Im}G .
$$

Unitarity of $S$ therefore permits any $\delta$. The unitarity *limit* is the maximum, $\sin^2\delta=1$.

### Why the self-energy is real at the Fermi level

If $\operatorname{Im}\Sigma(0)=-\gamma$, the same algebra gives

$$
|S(0)|^2=1-\frac{4\Gamma\gamma}{\tilde\epsilon^2+(\Gamma+\gamma)^2},
$$

so $\gamma>0$ is loss into inelastic processes. At $T=0$, an electron with energy $\omega>0$ can decay into two electrons with energies $a,b>0$ and a hole. The state left empty has energy $a+b-\omega$, which must be negative. The allowed region $a+b<\omega$ is a triangle of area $\omega^2/2$.

To second order in $U$ at symmetry, the Hartree shift puts the level at zero. Its density there is $1/(\pi\Gamma)$, so for small $\omega$

$$
\operatorname{Im}\Sigma(\omega)\simeq
-\pi U^2\left(\frac1{\pi\Gamma}\right)^3\frac{\omega^2}{2}
=-\frac{U^2\omega^2}{2\pi^2\Gamma^3}.
$$

For $U=1$ eV, $\Gamma=0.2$ eV and $\omega=0.005$ eV this is $-1.583\times10^{-4}$ eV. Integrating with the full Lorentzian densities also gives $-1.583\times10^{-4}$ eV at this precision.

This agreement checks the phase-space integral, not the truncation in $U$. Second order requires $U\ll\pi\Gamma$, whereas here $U/(\pi\Gamma)\simeq1.6$, and higher orders make the actual coefficient more than twice as large. The Fermi-liquid assumption is what retains the quadratic law, with a renormalized coefficient. It follows that $\operatorname{Im}\Sigma(0)=0$.

### How charge fixes the phase

At zero temperature the occupation per spin is

$$
\langle n_\sigma\rangle=-\frac1\pi\operatorname{Im}\int_{-\infty}^0G(\omega)\,d\omega .
$$

Since $\partial_\omega G^{-1}=1-\partial_\omega\Sigma$, we have

$$
\partial_\omega\ln G^{-1}=G(1-\partial_\omega\Sigma)
\quad\Longrightarrow\quad
G=\partial_\omega\ln G^{-1}+G\,\partial_\omega\Sigma .
$$

The imaginary part of $G^{-1}$ is positive, so its argument changes continuously between $0$ and $\pi$. At $\omega\to-\infty$ the argument is $\pi$. At zero, $G^{-1}=-\tilde\epsilon+i\Gamma$ has argument $\pi-\delta$. The logarithm thus contributes $-[(\pi-\delta)-\pi]/\pi=\delta/\pi$, and

$$
\langle n_\sigma\rangle=\frac\delta\pi+I,\qquad
I=-\frac1\pi\operatorname{Im}\int_{-\infty}^0G\,\partial_\omega\Sigma\,d\omega .
$$

The interacting part of the problem is to show that $I=0$. The retarded function is analytic in the upper half-plane and the advanced one in the lower. At large $|z|$ the integrand falls as $|z|^{-3}$, so the arcs vanish and both integrals can be rotated onto the imaginary axis:

$$
I=\frac1{2\pi i}\int_{-i\infty}^{i\infty}G(z)\,\partial_z\Sigma(z)\,dz .
$$

Let $\Phi[G]$ be the sum of closed skeleton diagrams, whose variation is

$$
\delta\Phi=\sum_\sigma\int\frac{d\nu}{2\pi}\,\Sigma_\sigma(i\nu)\,\delta G_\sigma(i\nu).
$$

The interaction conserves each spin species. Adding the same frequency to all propagators of one spin therefore only relabels the integration variables in its closed loops, and $\Phi$ does not change. For an infinitesimal shift,

$$
0=\int d\nu\,\Sigma(i\nu)\,\partial_\nu G(i\nu)
=\big[\Sigma G\big]_{-\infty}^{\infty}
-\int d\nu\,G(i\nu)\,\partial_\nu\Sigma(i\nu).
$$

The boundary term vanishes because $G\sim1/(i\nu)$ while $\Sigma$ tends to a constant. $G$ jumps at $\nu=0$, and the derivative includes that jump. This is well defined because $\Sigma$ is continuous there, which again uses $\operatorname{Im}\Sigma(0)=0$. Hence $I=0$, and

$$
\delta_\sigma=\pi\langle n_\sigma\rangle .
$$

This is the Friedel-Langreth relation for the present band. With an energy-dependent hybridization, the displaced charge of the band must be included too. Without a field, $n_d=2\langle n_\sigma\rangle$, so

$$
\pi\Gamma A(0)=\sin^2\left(\frac{\pi n_d}{2}\right).
$$

### Where $U$ disappears

Pair each band state $k$ with a state $\bar k$ at $\epsilon_{\bar k}=-\epsilon_k$, and replace

$$
d_\sigma\to d_\sigma^\dagger,\qquad c_{k\sigma}\to-c_{\bar k\sigma}^\dagger .
$$

The minus sign restores the hybridization after the fermion operators are reordered. With $n=n_\uparrow+n_\downarrow$, the orbital part becomes

$$
\epsilon_d(2-n)+U(1-n_\uparrow)(1-n_\downarrow)
=\text{constant}-(\epsilon_d+U)n+Un_\uparrow n_\downarrow .
$$

It is unchanged, apart from the constant, if $\epsilon_d=-\epsilon_d-U$, that is, $\epsilon_d=-U/2$. The map takes $n$ to $2-n$. The screened ground state is nondegenerate, so $n_d=2-n_d=1$, and

$$
\delta_\uparrow=\delta_\downarrow=\frac\pi2,\qquad \sin^2\delta=1 .
$$

You can see the same cancellation in the Green function. The map exchanges $d$ and $d^\dagger$ in $G(t)=-i\theta(t)\langle\{d(t),d^\dagger\}\rangle$, which gives $G(t)=-G(t)^*$. After Fourier transformation, $G(\omega)=-G(-\omega)^*$, so $G(0)$ is purely imaginary. But

$$
G^{-1}(0)=\frac U2+i\Gamma-\Sigma(0),
$$

so $\operatorname{Re}\Sigma(0)=U/2$. The self-energy cancels the bare level energy. Therefore

$$
G(0)=-\frac i\Gamma,\qquad A(0)=\frac1{\pi\Gamma},\qquad
t(0)=-\frac{iV^2}{\Gamma}=-\frac{i}{\pi\rho}.
$$

What $U$ changes is the width of the central resonance. Expanding the real part as $\Sigma(\omega)\simeq U/2+\omega\,\Sigma'(0)$ and defining $Z=[1-\Sigma'(0)]^{-1}$,

$$
G(\omega)\simeq\frac{Z}{\omega+iZ\Gamma}.
$$

A small $Z$ gives a narrow peak whose height is still $1/(\pi\Gamma)$. The peaks you had in mind near $\pm U/2$ can carry most of the weight without lowering that height.

### Where the conclusion fails

**No hybridization.** At $\Gamma=0$ the singly occupied atom has

$$
G=\frac12\left[\frac1{\omega-U/2}+\frac1{\omega+U/2}\right]
=\frac{\omega}{\omega^2-U^2/4}.
$$

Hence $\Sigma=\omega+U/2-G^{-1}=U/2+U^2/(4\omega)$. This diverges at zero, and the moment is free. The occupation is still one, so charge alone is not sufficient: the Fermi-liquid condition matters.

**A magnetic field.** Let $m=\langle n_\uparrow-n_\downarrow\rangle$ at $\epsilon_d=-U/2$, with the Fermi liquid intact. The total occupation stays one, because the particle-hole map followed by a spin flip leaves the Zeeman term unchanged. The relation for each spin then gives $\delta_{\uparrow,\downarrow}=\pi(1\pm m)/2$ and

$$
\sin^2\delta_\sigma=\cos^2\left(\frac{\pi m}{2}\right).
$$

Polarizing the impurity moves both spins away from resonance.

**An asymmetric level.** Near single occupation, $\sin^2(\pi n_d/2)\simeq1-(\pi^2/4)(1-n_d)^2$. The loss is second order in the charge deviation.

### What happens at finite temperature

Define the thermally averaged scattering fraction

$$
F(T)=\pi\Gamma\int\left(-\frac{\partial f}{\partial\omega}\right)A(\omega)\,d\omega,
$$

where $f$ is the Fermi function. Unitarity at $T=0$ means $F=1$. With $\beta=1/(k_BT)$, many-body energies $E_m$, partition function $\mathcal Z$ and $d_{mn}=\langle m|d|n\rangle$,

$$
A(\omega)=\frac1{\mathcal Z}\sum_{mn}|d_{mn}|^2
(e^{-\beta E_m}+e^{-\beta E_n})\,\delta(\omega-E_n+E_m).
$$

Use $-\partial f/\partial\omega=\beta e^{\beta\omega}/(1+e^{\beta\omega})^2$ and $e^{-\beta E_n}=e^{-\beta E_m}e^{-\beta\omega}$. One factor $1+e^{\beta\omega}$ cancels, leaving

$$
F=\frac{\pi\Gamma\beta}{\mathcal Z}\sum_{mn}
\frac{|d_{mn}|^2}{e^{\beta E_m}+e^{\beta E_n}} .
$$

I evaluated this sum with a numerical renormalization-group calculation, which diagonalizes the interacting orbital and a logarithmically discretized band. It assumes neither a self-energy nor the phase-shift relation. The half-bandwidth was 7 eV and $\Gamma=0.2$ eV. At $U=0$ and 300 K it gives 0.950, against 0.954 from direct integration.

For symmetric levels at low temperature:

- $U=1$ eV, 0.5 K: $F=1.018$
- $U=3$ eV, 0.01 K: $F=0.974$
- $U=5$ eV, 0.005 K: $F=0.977$

All three lie within 3% of unity. The value above one is numerical error, since $-\operatorname{Im}G\le1/\Gamma$ requires $F\le1$. The calculation supports the limit at this accuracy; it does not replace the derivation.

A case where symmetry does not supply the answer is more demanding. At $U=3$ eV, $\epsilon_d=-0.2$ eV and 0.1 K, the computed occupation is 0.614. The relation predicts $\sin^2(\pi n_d/2)\simeq0.68$, and the separately computed $F$ is also 0.68. Given the errors of 2–3% seen above, any closer agreement is accidental.

The order of limits matters: choose a finite $U$, then lower $T$. With $\Gamma$ and the bandwidth fixed, at 4 K the fraction is 0.861 for $U=3$ eV but 0.175 for $U=5$ eV. Changing the band discretization shifts the first value by up to about 0.02, far less than the difference between the two. The larger repulsion needs a lower temperature to approach the same limit.

### From phase shift to copper resistivity

For one real $d$ orbital with angular function $Y$, the scattering amplitude is

$$
f(\hat k',\hat k)=\frac{4\pi}{k_F}e^{i\delta}\sin\delta\,Y(\hat k')Y(\hat k).
$$

Transport weights $|f|^2$ by $1-\hat k\cdot\hat k'$. Averaging over orbital orientations is equivalent to averaging over incident directions. The $\hat k\cdot\hat k'$ term then vanishes because $Y^2$ is even under inversion. Normalization of $Y$ leaves

$$
\sigma_{\rm tr}=\frac{16\pi^2\sin^2\delta}{k_F^2}\,\frac1{4\pi}
=\frac{4\pi\sin^2\delta}{k_F^2}.
$$

The scattering rate is $n_iv_F\sigma_{\rm tr}$ for impurity density $n_i$. In the free-electron Drude formula, with one conduction electron per host atom, $n_i/n=c$ and $mv_F=\hbar k_F$, so

$$
\Delta\rho=\frac{m}{ne^2}\,n_iv_F\sigma_{\rm tr}
=\frac{4\pi\hbar c}{e^2k_F}\sin^2\delta .
$$

Take a rough copper density of 85 atoms/nm³. Then $k_F=(3\pi^2\times85)^{1/3}=13.6$ nm$^{-1}$. For 100 ppm impurities, $c=10^{-4}$, and with $\hbar/e^2=4108\ \Omega$ the unitarity value is

$$
\Delta\rho_0=\frac{4\pi(4108\ \Omega)(10^{-4})}{1.36\times10^{10}\ {\rm m}^{-1}}
=3.80\times10^{-10}\ \Omega\,{\rm m}=0.0380\ \mu\Omega\,{\rm cm}.
$$

At $U=3$ eV, the computed fraction falls to 0.648 at 10 K, 0.404 at 30 K and 0.143 at 300 K. These values carry the same 2–3% numerical error that put the zero-temperature limit at 0.974 instead of 1, so read them as about 0.65, 0.40 and 0.14, with an uncertainty of up to about 0.02 at 10 K. Interpolation puts $F=1/2$ at about 20 K.

At finite temperature some of the scattering is inelastic, so the elastic $|f|^2$ no longer gives the whole rate. By the optical theorem, the total impurity rate at energy $\omega$ is proportional to $-\operatorname{Im}t(\omega)=\pi V^2A(\omega)$. It is therefore $\pi\Gamma A(\omega)$ times its unitarity value, and $F$ is the thermal average of that factor. Electrons leave the orbital with an even angular distribution whether or not they lose energy, so the total rate is also the transport rate.

How $F$ enters the resistivity depends on the other scattering. If phonons dominate with a nearly energy-independent rate, expanding the conductivity to first order in the impurity rate gives $\Delta\rho=F\Delta\rho_0$. At 300 K this is $0.143\times0.0380=0.0054\ \mu\Omega$ cm. If impurities dominate, the conductivity averages the inverse rate instead. The resistivity is then at most $F\Delta\rho_0$, because a harmonic mean cannot exceed an arithmetic mean.

### How far this represents a real wire

The parameters are rough and give the model a screening temperature similar to that of dilute iron in copper, roughly a few tens of kelvin. They are not a fit to iron, and 100 ppm of iron would be high for high-purity copper. Bulk copper's room-temperature resistivity is roughly 1.7 $\mu\Omega$ cm, so the model's 300 K addition is about 0.3% of it. In a narrow line, surface and grain-boundary scattering raise the total resistivity, and the share is smaller still. The assumption a working interconnect breaks most clearly is $T\to0$: using the unitarity value at 300 K would overestimate this model's impurity term by a factor of seven.

Orbital degeneracy can move the number the other way. If all five $d$ orbitals were resonant, orthogonality would remove their cross terms, and the unitarity value would be five times larger, 0.190 $\mu\Omega$ cm. That is an upper value for $d$-wave scattering alone, not an estimate for iron.

Nor is the one-orbital 300 K value an estimate for iron. Suppose an unscreened iron moment has five filled $d$ orbitals of one spin and 1.5 electrons spread evenly over the five of the other. Treating each spin as a static scatterer, Friedel's relation gives phases $\pi$ and $0.3\pi$. The spin-averaged rate is then $(5/2)\sin^2(0.3\pi)\simeq1.6$ times the one-orbital unitarity value, or about 0.06 $\mu\Omega$ cm. This rough estimate of ordinary potential scattering, which needs no screening of the moment, is already more than ten times the model's 300 K term. Modest asymmetry changes the zero-temperature limit little: raising the level by 0.5 eV to $-1.0$ eV gives $n_d=0.953$ and a predicted fraction of 0.995. The direct value at 0.1 K, 0.975, differs by about 0.02, and the calculation cannot resolve so small a departure from unity. Asymmetry also shifts the screening temperature, so this insensitivity need not hold at 300 K. Hund exchange, crystal fields, spin-orbit coupling and interactions between impurities are left out, and I have not estimated their effect.

The remaining values are in the numerical output below.

## Computed values

```
Hybridization half-width Gamma = 0.20 eV
Example repulsion U = 3.00 eV
Example symmetric level = -1.50 eV
Half-bandwidth = 7.00 eV
NRG discretization ratio = 3.0; target kept states = 240
U=0, 300 K fraction: NRG = 0.950, quadrature = 0.954
Symmetric impurity, lowest temperatures:
  U = 1.0 eV, T = 0.500 K: occupation = 1.0000, phase/pi = 0.5000, fraction = 1.018
  U = 3.0 eV, T = 0.010 K: occupation = 1.0000, phase/pi = 0.5000, fraction = 0.974
  U = 5.0 eV, T = 0.005 K: occupation = 1.0000, phase/pi = 0.5000, fraction = 0.977
Example scattering fraction against temperature:
  T = 0.01 K: fraction = 0.974
  T = 1.00 K: fraction = 0.968
  T = 4.00 K: fraction = 0.861
  T = 10.00 K: fraction = 0.648
  T = 30.00 K: fraction = 0.404
  T = 100.00 K: fraction = 0.230
  T = 300.00 K: fraction = 0.143
Half-fraction temperature (interpolated) = 19.5 K
U = 5.0 eV, T = 4.0 K: fraction = 0.175
Asymmetric levels at U = 3.0 eV, T = 0.1 K:
  level = -1.0 eV: occupation = 0.953, fraction = 0.975, sin^2 prediction = 0.995
  level = -0.2 eV: occupation = 0.614, fraction = 0.677, sin^2 prediction = 0.676
Second-order Im Sigma, U=1 eV, w=0.005 eV = -1.5826e-04 eV
Quadratic law at the same point = -1.5831e-04 eV
Transport cross-section times k_F^2 = 12.5664
Host atom density = 85.0 nm^-3
Fermi wave number = 13.60 nm^-1
Free-electron Fermi energy = 7.05 eV
Impurity concentration = 100 ppm
Unitarity resistivity, one orbital = 0.0380 uOhm cm
300 K impurity resistivity, phonon-dominated = 0.0054 uOhm cm
Five resonant d orbitals, upper value = 0.1898 uOhm cm
```
